**Symmetry laws of the Berry curvature in a two-sublattice s–p crystal**

The Berry curvature $\boldsymbol\Omega=\nabla\times i\langle u|\nabla u\rangle$ of a band with cell-periodic states $u(\mathbf k)$ is odd in $\mathbf k$ under time reversal T, even under inversion P, and zero for a nondegenerate band under PT. Under a point operation $R$ it obeys $\boldsymbol\Omega(R\mathbf k)=\det(R)R\,\boldsymbol\Omega(\mathbf k)$. The program computes $\boldsymbol\Omega$ from a sum over bands and asserts that it agrees with Berry phases around small loops and with a projector formula, within finite-difference tolerances. It asserts the laws for T, P and PT in five crystals that have different combinations of these symmetries, and the pseudovector law for all 24 point operations of zincblende. The largest error of the pseudovector law is $7\times10^{-16}$ Å², against a curvature of 0.27 Å². Further assertions show that the law fails when an atomic position is left out of the Bloch phases, although oddness under T remains. With spin-orbit coupling, the degenerate pair in diamond has a traceless but nonzero curvature matrix, and the spin-split band in zincblende keeps its odd curvature.

## Check in Python

```python
# Result under test, for the Berry curvature vector Omega = curl(i<u|grad u>):
#   time reversal T : Omega(-k) = -Omega(k)
#   inversion P     : Omega(-k) = +Omega(k)
#   product PT      : Omega(k) = 0 (nondegenerate band); zero trace (degenerate pair)
#   point operation : Omega(R k) = det(R) R Omega(k)
# Model: s, px, py, pz orbitals on sublattices A and B of a zincblende or diamond
# lattice, nearest-neighbour hopping. Energies in eV, lengths in angstrom.
# L = orbital angular momentum of the p shell (units of hbar), sigma = Pauli matrices.
import itertools
import numpy as np

a = 5.0
NEIGHBOURS = a / 4 * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])
V_SS, V_SP, V_PP_SIGMA, V_PP_PI = -2.0, 2.0, 3.0, -1.0
ZINCBLENDE = ((-8.0, 1.0), (-4.0, 3.0))      # (s, p) energies on A, then on B
DIAMOND = ((-6.0, 2.0), (-6.0, 2.0))
FIELD = np.array([0.2, 0.4, 0.6])            # orbital Zeeman energy vector
SPIN_ORBIT = 0.2                             # coefficient of L.sigma
k_reduced = np.array([0.60, 0.35, 0.15])     # in units of 2 pi / a
k0 = 2 * np.pi / a * k_reduced

LEVI = np.zeros((3, 3, 3))
for perm in itertools.permutations(range(3)):
    LEVI[perm] = np.linalg.det(np.eye(3)[list(perm)])
L = -1j * LEVI
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
PLANES = ((1, 2), (2, 0), (0, 1))


def bond_block(d):
    """Two-centre hopping from an A atom to the B atom displaced by d."""
    n = d / np.linalg.norm(d)
    block = np.zeros((4, 4))
    block[0, 0] = V_SS
    block[0, 1:] = V_SP * n
    block[1:, 0] = -V_SP * n
    block[1:, 1:] = V_PP_PI * np.eye(3) + (V_PP_SIGMA - V_PP_PI) * np.outer(n, n)
    return block


BONDS = np.array([bond_block(d) for d in NEIGHBOURS])


def make_crystal(energies, field_a=np.zeros(3), field_b=np.zeros(3),
                 spin_orbit=None, removed_position=np.zeros(3)):
    """Return a function k -> (H, dH/dk). removed_position is taken out of the
    Bloch phases of sublattice B; zero means true atomic positions."""
    def bloch(k):
        arms = NEIGHBOURS - removed_position
        phases = np.exp(1j * arms @ k)
        hop = np.einsum('d,dij->ij', phases, BONDS)
        dhop = np.einsum('d,dc,dij->cij', 1j * phases, arms, BONDS)
        h = np.zeros((8, 8), complex)
        dh = np.zeros((3, 8, 8), complex)
        h[:4, 4:], h[4:, :4] = hop, hop.conj().T
        dh[:, :4, 4:], dh[:, 4:, :4] = dhop, dhop.conj().transpose(0, 2, 1)
        for site, field in enumerate((field_a, field_b)):
            e_s, e_p = energies[site]
            o = 4 * site
            h[o, o] = e_s
            h[o+1:o+4, o+1:o+4] = e_p * np.eye(3) + np.einsum('c,cij->ij', field, L)
        if spin_orbit is not None:
            h = np.kron(h, np.eye(2))
            dh = np.array([np.kron(x, np.eye(2)) for x in dh])
            for c in range(3):
                shell = np.zeros((4, 4), complex)
                shell[1:, 1:] = L[c]
                h += spin_orbit * np.kron(np.kron(np.eye(2), shell), SIGMA[c])
        return h, dh
    return bloch


def bands(crystal, k):
    return np.linalg.eigvalsh(crystal(k)[0])


def lowest_state(crystal, k):
    return np.linalg.eigh(crystal(k)[0])[1][:, 0]


def curvature_matrix(crystal, k, count=1):
    """Curvature matrices (x, y, z) of the lowest `count` bands, from a band sum."""
    h, dh = crystal(k)
    e, v = np.linalg.eigh(h)
    inner, outer = v[:, :count], v[:, count:]
    gaps = e[None, :count] - e[count:, None]
    x = [outer.conj().T @ d @ inner / gaps for d in dh]
    return np.array([1j * (x[p].conj().T @ x[q] - x[q].conj().T @ x[p])
                     for p, q in PLANES])


def curvature(crystal, k, count=1):
    return np.trace(curvature_matrix(crystal, k, count), axis1=1, axis2=2).real


def loop_curvature(crystal, k, side=1e-3):
    """Berry phase around a small square, divided by its area."""
    result = []
    for p, q in PLANES:
        ex, ey = np.eye(3)[p] * side / 2, np.eye(3)[q] * side / 2
        corners = [k - ex - ey, k + ex - ey, k + ex + ey, k - ex + ey]
        u = [lowest_state(crystal, c) for c in corners]
        product = np.prod([np.vdot(u[i], u[(i + 1) % 4]) for i in range(4)])
        result.append(-np.angle(product) / side**2)
    return np.array(result)


def projector_curvature(crystal, k, step=1e-3):
    """i Tr P [dP, dP] with finite-difference derivatives of the projector."""
    def proj(q):
        u = lowest_state(crystal, q)
        return np.outer(u, u.conj())
    dp = [(proj(k + step * e) - proj(k - step * e)) / (2 * step) for e in np.eye(3)]
    return np.array([(1j * np.trace(proj(k) @ (dp[p] @ dp[q] - dp[q] @ dp[p]))).real
                     for p, q in PLANES])


def show(v, digits=5):
    return '(' + ', '.join(f'{x:.{digits}f}' for x in np.round(v, digits) + 0.0) + ')'


size = np.linalg.norm
print('lattice constant a =', a, 'angstrom')
print('zincblende (s,p) energies on A and B =', ZINCBLENDE, 'eV')
print('diamond (s,p) energies on A and B =', DIAMOND, 'eV')
print('hopping ss, sp, pp-sigma, pp-pi =', V_SS, V_SP, V_PP_SIGMA, V_PP_PI, 'eV')
print('orbital Zeeman vector b =', show(FIELD, 1), 'eV')
print('spin-orbit coefficient of L.sigma =', SPIN_ORBIT, 'eV')
print('general point k =', show(k_reduced, 2), '2pi/a')

# Curvature of one band by three roads.
zinc = make_crystal(ZINCBLENDE)
omega = curvature(zinc, k0)
by_loop, by_projector = loop_curvature(zinc, k0), projector_curvature(zinc, k0)
assert size(omega) > 1e-4
assert size(by_loop - omega) < 1e-3 * size(omega)        # finite loop size
assert size(by_projector - omega) < 1e-3 * size(omega)   # finite difference step
e = bands(zinc, k0)
print('zincblende, two lowest band energies at k =', show(e[:2], 4), 'eV')
print('Omega(k), band sum =', show(omega), 'angstrom^2')
print('Omega(k), small loops =', show(by_loop), 'angstrom^2')
print('Omega(k), projector formula =', show(by_projector), 'angstrom^2')
print(f'|Omega(k)| = {size(omega):.5f} angstrom^2 = {size(omega) / a**2:.6f} a^2')

# Time reversal, inversion and their product, each present or broken.
INVERSION = np.kron([[0, 1], [1, 0]], np.diag([1, -1, -1, -1]))
cases = {
    'zincblende': (zinc, (True, False, False)),
    'diamond, uniform b': (make_crystal(DIAMOND, FIELD, FIELD), (False, True, False)),
    'diamond': (make_crystal(DIAMOND), (True, True, True)),
    'diamond, staggered b': (make_crystal(DIAMOND, FIELD, -FIELD), (False, False, True)),
    'zincblende, uniform b': (make_crystal(ZINCBLENDE, FIELD, FIELD), (False,) * 3)}
print('Cases: symmetries found, then Omega(k) and Omega(-k) in angstrom^2')
for name, (crystal, expected) in cases.items():
    h_plus, h_minus = crystal(k0)[0], crystal(-k0)[0]
    found = (np.allclose(h_minus, h_plus.conj()),
             np.allclose(h_minus, INVERSION @ h_plus @ INVERSION),
             np.allclose(h_plus, INVERSION @ h_plus.conj() @ INVERSION))
    assert found == expected
    for k in (k0, -k0):
        levels = bands(crystal, k)
        assert levels[1] - levels[0] > 0.01
    plus, minus = curvature(crystal, k0), curvature(crystal, -k0)
    if found[0]:
        assert size(plus + minus) < 1e-10
    if found[1]:
        assert size(plus - minus) < 1e-10
    if found[2]:
        assert size(plus) < 1e-10 and size(minus) < 1e-10
    else:
        assert size(plus) > 1e-5
    if not any(found):
        assert size(plus + minus) > 1e-5 and size(plus - minus) > 1e-5
    label = ' '.join(s for s, f in zip(('T', 'P', 'PT'), found) if f) or 'none'
    print(f'  {name} [{label}]: {show(plus)} {show(minus)}')
staggered = cases['diamond, staggered b'][0]
split = bands(staggered, k0)[0] - bands(staggered, -k0)[0]
assert abs(split) > 1e-5
print(f'diamond, staggered b: E(k) - E(-k), lowest band = {split:.5f} eV')

# Pseudovector law for all point operations of the zincblende crystal.
neighbour_set = {tuple(np.round(d, 8)) for d in NEIGHBOURS}
symmetric, others = [], []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.diag(signs) @ np.eye(3)[list(perm)]
        image = {tuple(np.round(R @ d, 8)) for d in NEIGHBOURS}
        (symmetric if image == neighbour_set else others).append(R)
assert len(symmetric) == 24 and len(others) == 24
axial_error, polar_error = [], []
for R in symmetric:
    D = np.zeros((8, 8))
    D[0, 0] = D[4, 4] = 1
    D[1:4, 1:4] = D[5:8, 5:8] = R
    assert np.allclose(zinc(R @ k0)[0], D @ zinc(k0)[0] @ D.T)
    rotated = curvature(zinc, R @ k0)
    axial_error.append(size(rotated - np.linalg.det(R) * R @ omega))
    polar_error.append(size(rotated - R @ omega))
assert max(axial_error) < 1e-10
improper = sum(np.linalg.det(R) < 0 for R in symmetric)
assert sum(x > 1e-5 for x in polar_error) == improper
# The remaining cube operations are -R with R a symmetry: reached with time reversal.
reversed_error = max(size(curvature(zinc, S @ k0) + np.linalg.det(S) * S @ omega)
                     for S in others)
assert reversed_error < 1e-10
print('point operations of zincblende =', len(symmetric), ', improper =', improper)
print(f'largest error of pseudovector law = {max(axial_error):.1e} angstrom^2')
print(f'largest error of ordinary-vector law = {max(polar_error):.5f} angstrom^2')
print(f'largest error of law for T combined with R = {reversed_error:.1e} angstrom^2')
examples = {'threefold rotation (x,y,z)->(z,x,y)': [[0, 0, 1], [1, 0, 0], [0, 1, 0]],
            'mirror (x,y,z)->(y,x,z)': [[0, 1, 0], [1, 0, 0], [0, 0, 1]],
            'fourfold rotoinversion (x,y,z)->(y,-x,-z)': [[0, 1, 0], [-1, 0, 0], [0, 0, -1]]}
for name, R in examples.items():
    R = np.array(R)
    assert any(np.allclose(R, S) for S in symmetric)
    print(f'{name}: det = {np.linalg.det(R):.0f}, Omega(Rk) =',
          show(curvature(zinc, R @ k0)), 'angstrom^2')

# Mirror plane x = y and the line where mirror planes meet.
plane_reduced, line_reduced = np.array([0.4, 0.4, 0.15]), np.array([0.3, 0.3, 0.3])
on_plane = curvature(zinc, 2 * np.pi / a * plane_reduced)
on_line = curvature(zinc, 2 * np.pi / a * line_reduced)
line_levels = bands(zinc, 2 * np.pi / a * line_reduced)
assert line_levels[1] - line_levels[0] > 0.01
assert abs(on_plane[0] + on_plane[1]) < 1e-10 and abs(on_plane[2]) < 1e-10
assert size(on_plane) > 1e-5 and size(on_line) < 1e-10
print('mirror plane, k =', show(plane_reduced, 2), '2pi/a: Omega =',
      show(on_plane), 'angstrom^2')
print('mirror line, k =', show(line_reduced, 2), '2pi/a: Omega =',
      show(on_line), 'angstrom^2')

# Bloch phases without the atomic position of sublattice B.
tau = NEIGHBOURS[0]
periodic = make_crystal(ZINCBLENDE, removed_position=tau)
omega_periodic = curvature(periodic, k0)


def weight_b(k):
    return np.sum(np.abs(lowest_state(zinc, k)[4:])**2)


grad_w = np.array([(weight_b(k0 + 1e-4 * e) - weight_b(k0 - 1e-4 * e)) / 2e-4
                   for e in np.eye(3)])
assert size(omega_periodic - omega + np.cross(grad_w, tau)) < 1e-5  # finite difference
assert size(curvature(periodic, -k0) + omega_periodic) < 1e-10
periodic_error = max(size(curvature(periodic, R @ k0)
                          - np.linalg.det(R) * R @ omega_periodic) for R in symmetric)
assert periodic_error > 1e-4
print('position tau of sublattice B =', show(tau, 2), 'angstrom')
print('gradient of weight on B =', show(grad_w), 'angstrom')
print('Omega(k) without tau in phases =', show(omega_periodic), 'angstrom^2')
print(f'largest error of pseudovector law without tau = {periodic_error:.5f} angstrom^2')

# Spin-1/2 electrons: PT squares to -1, so the bands pair up.
spin_diamond = make_crystal(DIAMOND, spin_orbit=SPIN_ORBIT)
U_PT = np.kron(INVERSION, 1j * SIGMA[1])
h = spin_diamond(k0)[0]
assert np.allclose(U_PT @ h.conj() @ U_PT.conj().T, h)
assert np.allclose(U_PT @ U_PT.conj(), -np.eye(16))
e = bands(spin_diamond, k0)
assert e[1] - e[0] < 1e-10 and e[2] - e[1] > 0.01
pair = curvature_matrix(spin_diamond, k0, count=2)
pair_trace = curvature(spin_diamond, k0, count=2)
pair_eigenvalues = np.linalg.eigvalsh(pair)
assert size(pair_trace) < 1e-10 and np.max(pair_eigenvalues) > 1e-5
print('diamond with spin-orbit, three lowest energies =', show(e[:3], 4), 'eV')
print('trace of pair curvature (x,y,z) =', show(pair_trace), 'angstrom^2')
print('upper eigenvalue of each component =', show(pair_eigenvalues[:, 1]), 'angstrom^2')
print('lower eigenvalue of each component =', show(pair_eigenvalues[:, 0]), 'angstrom^2')

spin_zinc = make_crystal(ZINCBLENDE, spin_orbit=SPIN_ORBIT)
U_T = np.kron(np.eye(8), 1j * SIGMA[1])
assert np.allclose(spin_zinc(-k0)[0], U_T @ spin_zinc(k0)[0].conj() @ U_T.conj().T)
assert np.allclose(U_T @ U_T.conj(), -np.eye(16))
e = bands(spin_zinc, k0)
assert e[1] - e[0] > 1e-5
plus, minus = curvature(spin_zinc, k0), curvature(spin_zinc, -k0)
assert size(plus) > 1e-5 and size(plus + minus) < 1e-6 * size(plus)  # small band gap
print(f'zincblende with spin-orbit, splitting of lowest pair = {e[1] - e[0]:.5f} eV')
print('lowest spin-split band, Omega(k) =', show(plus, 4), 'angstrom^2')
print('lowest spin-split band, Omega(-k) =', show(minus, 4), 'angstrom^2')

print('no test failed')
```

Output:

```
lattice constant a = 5.0 angstrom
zincblende (s,p) energies on A and B = ((-8.0, 1.0), (-4.0, 3.0)) eV
diamond (s,p) energies on A and B = ((-6.0, 2.0), (-6.0, 2.0)) eV
hopping ss, sp, pp-sigma, pp-pi = -2.0 2.0 3.0 -1.0 eV
orbital Zeeman vector b = (0.2, 0.4, 0.6) eV
spin-orbit coefficient of L.sigma = 0.2 eV
general point k = (0.60, 0.35, 0.15) 2pi/a
zincblende, two lowest band energies at k = (-11.4922, -5.2358) eV
Omega(k), band sum = (0.10154, -0.23701, 0.07827) angstrom^2
Omega(k), small loops = (0.10154, -0.23701, 0.07827) angstrom^2
Omega(k), projector formula = (0.10154, -0.23701, 0.07827) angstrom^2
|Omega(k)| = 0.26946 angstrom^2 = 0.010779 a^2
Cases: symmetries found, then Omega(k) and Omega(-k) in angstrom^2
  zincblende [T]: (0.10154, -0.23701, 0.07827) (-0.10154, 0.23701, -0.07827)
  diamond, uniform b [P]: (-0.02261, -0.00289, -0.00718) (-0.02261, -0.00289, -0.00718)
  diamond [T P PT]: (0.00000, 0.00000, 0.00000) (0.00000, 0.00000, 0.00000)
  diamond, staggered b [PT]: (0.00000, 0.00000, 0.00000) (0.00000, 0.00000, 0.00000)
  zincblende, uniform b [none]: (0.08479, -0.24214, 0.07232) (-0.11844, 0.23162, -0.08336)
diamond, staggered b: E(k) - E(-k), lowest band = -0.00883 eV
point operations of zincblende = 24 , improper = 12
largest error of pseudovector law = 7.0e-16 angstrom^2
largest error of ordinary-vector law = 0.53893 angstrom^2
largest error of law for T combined with R = 7.0e-16 angstrom^2
threefold rotation (x,y,z)->(z,x,y): det = 1, Omega(Rk) = (0.07827, 0.10154, -0.23701) angstrom^2
mirror (x,y,z)->(y,x,z): det = -1, Omega(Rk) = (0.23701, -0.10154, -0.07827) angstrom^2
fourfold rotoinversion (x,y,z)->(y,-x,-z): det = -1, Omega(Rk) = (0.23701, 0.10154, 0.07827) angstrom^2
mirror plane, k = (0.40, 0.40, 0.15) 2pi/a: Omega = (0.06065, -0.06065, 0.00000) angstrom^2
mirror line, k = (0.30, 0.30, 0.30) 2pi/a: Omega = (0.00000, 0.00000, 0.00000) angstrom^2
position tau of sublattice B = (1.25, 1.25, 1.25) angstrom
gradient of weight on B = (-0.20937, -0.09898, -0.03036) angstrom
Omega(k) without tau in phases = (0.18731, -0.46077, 0.21626) angstrom^2
largest error of pseudovector law without tau = 0.75985 angstrom^2
diamond with spin-orbit, three lowest energies = (-11.0650, -11.0650, -5.4010) eV
trace of pair curvature (x,y,z) = (0.00000, 0.00000, 0.00000) angstrom^2
upper eigenvalue of each component = (0.01223, 0.01268, 0.00708) angstrom^2
lower eigenvalue of each component = (-0.01223, -0.01268, -0.00708) angstrom^2
zincblende with spin-orbit, splitting of lowest pair = 0.00911 eV
lowest spin-split band, Omega(k) = (-0.5494, -0.8205, -0.1831) angstrom^2
lowest spin-split band, Omega(-k) = (0.5494, 0.8205, 0.1831) angstrom^2
no test failed
```
